\section*{Arithmetic and Harmonic Permittivities of a Deeply Subwavelength Planar Multilayer}

\section{Definitions and conventions}

A planar multilayer with normal $z$ repeats a period $d$. Each period has a layer A of permittivity $\varepsilon_a$ and thickness $fd$, followed by a layer B of permittivity $\varepsilon_b$ and thickness $gd$, with $g=1-f$. Permittivities are relative to vacuum, and $D$ is measured in units of $\varepsilon_0$, so that $D=\varepsilon E$. The layers are local, isotropic and non-magnetic; $\varepsilon_a$ and $\varepsilon_b$ are non-zero and may be complex. For any layer quantity $X$,
\begin{equation}
\langle X\rangle=fX_a+gX_b .
\end{equation}

Fields vary as $\exp(iqx-i\omega t)$ and do not depend on $y$. Let $k_0=\omega/c$, $\kappa=q/k_0$ and $h=Z_0H$, where $Z_0$ is the vacuum impedance. Maxwell's equations are then
\begin{equation}
\nabla\times E=ik_0h,\qquad \nabla\times h=-ik_0D. \label{maxwell}
\end{equation}
Define the two effective permittivities by
\begin{equation}
\varepsilon_\parallel=f\varepsilon_a+g\varepsilon_b,\qquad
\frac1{\varepsilon_\perp}=\frac f{\varepsilon_a}+\frac g{\varepsilon_b}. \label{means}
\end{equation}

\section{The theorem}

\paragraph{Theorem.} Hold $\varepsilon_a,\varepsilon_b,f$ and $\kappa$ fixed and let $k_0d\to0$.

(i) The matrix carrying the tangential fields across one period equals that of a slab of thickness $d$ with permittivity $\mathrm{diag}(\varepsilon_\parallel,\varepsilon_\parallel,\varepsilon_\perp)$, up to an error $O((k_0d)^2)$.

(ii) The squared Bloch wavevector $K^2/k_0^2$ equals the squared normal index of that uniaxial medium, up to $O((k_0d)^2)$.

(iii) For a film of fixed thickness $L=Nd$, the matrix error is $O(k_0d)$ in general and $O((k_0d)^2)$ if the period is mirror-symmetric.

The in-plane permittivity is thus an arithmetic average and the normal one a harmonic average, to leading order. The proof starts from the fields that are continuous at an interface.

\section{Fields and their averages}

\paragraph{Lemma 1.} In a medium with permittivity $\mathrm{diag}(\varepsilon_o,\varepsilon_o,\varepsilon_e)$, the tangential fields obey
\begin{equation}
\psi'=ik_0M\psi,\qquad M=\begin{pmatrix}0&u\\v&0\end{pmatrix}, \label{system}
\end{equation}
where
\begin{align}
\text{p waves:}\quad&\psi=(E_x,h_y), & u&=1-\kappa^2/\varepsilon_e, & v&=\varepsilon_o,\\
\text{s waves:}\quad&\psi=(E_y,-h_x), & u&=1, & v&=\varepsilon_o-\kappa^2 .
\end{align}

\emph{Proof.} For p waves, three components of \eqref{maxwell} are needed:
\begin{align}
\partial_zE_x-iqE_z&=ik_0h_y,\\
-\partial_zh_y&=-ik_0\varepsilon_oE_x,\\
iqh_y&=-ik_0\varepsilon_eE_z .
\end{align}
The last gives $E_z=-\kappa h_y/\varepsilon_e$. Inserting this in the first, with $iq=ik_0\kappa$, gives $\partial_zE_x=ik_0(1-\kappa^2/\varepsilon_e)h_y$. The second is $\partial_zh_y=ik_0\varepsilon_oE_x$.

For s waves, the $x$ and $z$ components of the first Maxwell equation are $-\partial_zE_y=ik_0h_x$ and $iqE_y=ik_0h_z$, so $h_z=\kappa E_y$. The $y$ component of the second is $\partial_zh_x-iqh_z=-ik_0\varepsilon_oE_y$. Hence $\partial_z(-h_x)=ik_0(\varepsilon_o-\kappa^2)E_y$. $\square$

An isotropic layer has $\varepsilon_o=\varepsilon_e=\varepsilon$. Its $M$ is linear in $\varepsilon$ and $1/\varepsilon$, and this decides which averages appear.

\paragraph{Lemma 2.} To leading order in $k_0d$, averages over one period obey
\begin{equation}
\langle D_{x,y}\rangle=\langle\varepsilon\rangle E_{x,y},\qquad
\langle E_z\rangle=\langle1/\varepsilon\rangle D_z .
\end{equation}

\emph{Proof.} The vector $\psi$ is continuous at interfaces. Since $M$ is bounded, \eqref{system} gives $\psi(z)=\psi(0)+O(k_0d)$ within a period. Thus $E_x$ and $E_y$ are nearly constant, and so is $D_z=-\kappa h_y$. In $\langle D_x\rangle=\langle\varepsilon E_x\rangle$ the field can be taken outside the average, and likewise for $y$. In $\langle E_z\rangle=\langle D_z/\varepsilon\rangle$ it is $D_z$ that can be taken outside. $\square$

Layers act like capacitors in parallel for an in-plane field, because they share $E$. They act like capacitors in series for a normal field, because they share $D$.

\paragraph{Remark (energy).} For positive permittivities the harmonic mean is also a minimum. Fix $\langle E_z\rangle=1$. The Cauchy--Schwarz inequality gives
\begin{equation}
1=\left\langle\sqrt\varepsilon E_z\,\frac1{\sqrt\varepsilon}\right\rangle^2
\le\langle\varepsilon E_z^2\rangle\langle1/\varepsilon\rangle ,
\end{equation}
with equality when $\varepsilon E_z$ is constant. A trial field therefore gives an upper bound on $\varepsilon_\perp$.

\section{Proof of the theorem}

\paragraph{Part (i).} Because $M$ is linear in $\varepsilon$ and $1/\varepsilon$, its average is
\begin{equation}
\langle M\rangle=\begin{pmatrix}0&\langle u\rangle\\\langle v\rangle&0\end{pmatrix},
\end{equation}
with $\langle u\rangle=1-\kappa^2/\varepsilon_\perp$ and $\langle v\rangle=\varepsilon_\parallel$ for p waves, and $\langle u\rangle=1$ and $\langle v\rangle=\varepsilon_\parallel-\kappa^2$ for s waves. By Lemma 1 this is the generator of the stated uniaxial medium.

The wave meets A first, so the period matrix is $P=e^be^a$, with $a=ik_0fdM_a$ and $b=ik_0gdM_b$. Expanding both exponentials,
\begin{equation}
P=1+(a+b)+\tfrac12a^2+\tfrac12b^2+ba+O(d^3).
\end{equation}
The averaged slab has the matrix $H=e^{a+b}$, whose second-order term is $\frac12(a^2+b^2+ab+ba)$. Subtraction gives
\begin{equation}
P-H=\tfrac12(ba-ab)+O(d^3)=-\tfrac12(k_0d)^2fg[M_b,M_a]+O(d^3).
\end{equation}
The products are $M_bM_a=\mathrm{diag}(u_bv_a,v_bu_a)$ and $M_aM_b=\mathrm{diag}(u_av_b,v_au_b)$. With
\begin{equation}
w=u_av_b-u_bv_a,\qquad \sigma=\mathrm{diag}(1,-1),
\end{equation}
the commutator is $[M_b,M_a]=-w\sigma$, and hence
\begin{equation}
P=H+\tfrac12(k_0d)^2fg\,w\,\sigma+O(d^3). \label{period}
\end{equation}
This proves (i).

\paragraph{Part (ii).} In a uniform medium $M^2=uv$, so $\psi\propto e^{ik_0n_zz}$ requires $n_z^2=uv$. The averaged medium has
\begin{equation}
n_{z,p}^2=\varepsilon_\parallel\left(1-\frac{\kappa^2}{\varepsilon_\perp}\right),\qquad
n_{z,s}^2=\varepsilon_\parallel-\kappa^2. \label{uniaxial}
\end{equation}
In the layered medium a Bloch wave gains the factor $e^{iKd}$ per period. Since $M$ has zero trace, $\det P=1$; the eigenvalues of $P$ are $e^{\pm iKd}$ and $\cos Kd=\frac12\mathrm{tr}\,P$.

Set $\alpha=k_0fd$, $\beta=k_0gd$, $A=u_av_a$, $B=u_bv_b$ and $S=u_av_b+u_bv_a$. From $M^2=uv$, the exponential series separates into even and odd parts:
\begin{equation}
e^{i\alpha M_a}=\cos(\alpha\sqrt A)+\frac{i\sin(\alpha\sqrt A)}{\sqrt A}M_a,
\end{equation}
and similarly for B. Since $M_a$ and $M_b$ are traceless and $\mathrm{tr}(M_bM_a)=S$,
\begin{equation}
\cos Kd=\cos(\alpha\sqrt A)\cos(\beta\sqrt B)
-\frac S2\frac{\sin(\alpha\sqrt A)\sin(\beta\sqrt B)}{\sqrt{AB}} .
\end{equation}
To fourth order the right side is $1-X/2+Q$, where
\begin{align}
X&=\alpha^2A+\beta^2B+\alpha\beta S
=(\alpha u_a+\beta u_b)(\alpha v_a+\beta v_b)\nonumber\\
&=(k_0d)^2\langle u\rangle\langle v\rangle,\\
Q&=\frac{\alpha^4A^2+\beta^4B^2}{24}+\frac{\alpha^2\beta^2AB}{4}
+\frac{\alpha\beta S(\alpha^2A+\beta^2B)}{12}.
\end{align}
Write $(Kd)^2=X+Y$, with $Y$ of fourth order. The left side is $1-(X+Y)/2+X^2/24$ to the same order, so $Y=X^2/12-2Q$. In this difference the terms in $A^2$, in $B^2$ and linear in $S$ cancel. What remains is
\begin{equation}
Y=\frac{\alpha^2\beta^2}{12}(2AB+S^2-6AB)
=\frac{\alpha^2\beta^2}{12}(S^2-4AB)=\frac{\alpha^2\beta^2w^2}{12},
\end{equation}
because $(u_av_b+u_bv_a)^2-4u_av_bu_bv_a=w^2$. The half-trace is even in $d$, so the next term in $(Kd)^2$ is of sixth order. Division by $(k_0d)^2$ gives
\begin{equation}
\frac{K^2}{k_0^2}=\langle u\rangle\langle v\rangle
+\frac{(k_0d)^2f^2g^2w^2}{12}+O((k_0d)^4). \label{bloch}
\end{equation}
The first term is \eqref{uniaxial}, which proves (ii).

\paragraph{Part (iii).} Let $R=P-H$. The telescoping identity
\begin{equation}
P^N-H^N=\sum_{j=0}^{N-1}P^{N-1-j}RH^j
\end{equation}
has $N$ terms. At fixed $k_0L$ the powers of $P$ and $H$ stay bounded, so the sum is $O(N(k_0d)^2)=O(k_0L\,k_0d)$.

The leading part can be summed. Replace $P$ by $H$ and $R$ by the second-order term in \eqref{period}; this changes the sum by $O(d^2)$. The matrix $\sigma$ anticommutes with $\langle M\rangle$, so $\sigma H^j=H^{-j}\sigma$. With $\bar n^2=\langle u\rangle\langle v\rangle$ and $\phi=k_0d\bar n$,
\begin{equation}
\sum_{j=0}^{N-1}H^{N-1-2j}=\sum_{j=0}^{N-1}\cos[(N-1-2j)\phi]=\frac{\sin N\phi}{\sin\phi},
\end{equation}
since the odd parts cancel in pairs. For small $\phi$, $\sin\phi\simeq k_0d\bar n$, and therefore
\begin{equation}
P^N-H^N=\tfrac12k_0d\,fg\,w\,\frac{\sin(k_0\bar nL)}{\bar n}\,\sigma+O(d^2). \label{film}
\end{equation}
For real non-zero $\bar n$ this first-order error oscillates with film thickness, with an amplitude proportional to $1/\bar n$. Near the critical angle of the averaged medium, where $\bar n\to0$, it grows linearly with $L$ until $k_0\bar nL$ is of order one. If $d$ is held fixed and the film is thickened, the second-order term of \eqref{bloch} also gives a phase error that grows with $L$; while that term is small against $\bar n^2$, the phase error is about $k_0L\,(k_0d)^2f^2g^2w^2/(24\bar n)$. Thick stacks, and waves with small $\bar n$, can therefore depart from the averages even for very thin layers. Reversing the layer order exchanges $a$ and $b$ and changes the sign of $w$, hence of the error.

For the symmetric period $e^{a/2}e^be^{a/2}$, the second-order term is
\begin{equation}
\tfrac18a^2+\tfrac18a^2+\tfrac14a^2+\tfrac12b^2+\tfrac12(ab+ba)=\tfrac12(a+b)^2 .
\end{equation}
It agrees with that of $H$, so $R=O(d^3)$ and the film error is $O(d^2)$. This completes the proof. $\square$

\paragraph{Remark (graded layers).} If $\varepsilon(z)$ varies continuously, with $\varepsilon$ and $1/\varepsilon$ bounded, integrating \eqref{system} once gives $P=1+ik_0\int_0^dM\,dz+O((k_0d)^2)$. Averages over the profile replace the two-layer sums.

\section{Anisotropy and limits of validity}

\paragraph{Corollary.} For positive permittivities $\varepsilon_\parallel\ge\varepsilon_\perp$. From \eqref{means}, $\varepsilon_\perp=\varepsilon_a\varepsilon_b/(f\varepsilon_b+g\varepsilon_a)$, so
\begin{align}
\varepsilon_\parallel-\varepsilon_\perp
&=\frac{(f\varepsilon_a+g\varepsilon_b)(f\varepsilon_b+g\varepsilon_a)-\varepsilon_a\varepsilon_b}{f\varepsilon_b+g\varepsilon_a}\nonumber\\
&=\frac{fg(\varepsilon_a^2+\varepsilon_b^2)+(f^2+g^2-1)\varepsilon_a\varepsilon_b}{f\varepsilon_b+g\varepsilon_a}\nonumber\\
&=\frac{fg(\varepsilon_a-\varepsilon_b)^2}{f\varepsilon_b+g\varepsilon_a}, \label{gap}
\end{align}
where $f^2+g^2-1=-2fg$. Isotropic layers thus form a negative uniaxial film. The anisotropy vanishes when one layer disappears or the permittivities coincide, and it is quadratic in a small contrast.

\paragraph{Large in-plane wavevector.} A small $k_0d$ does not suffice if $\kappa$ grows. For p waves
\begin{equation}
w=\varepsilon_b-\varepsilon_a-\kappa^2\left(\frac{\varepsilon_b}{\varepsilon_a}-\frac{\varepsilon_a}{\varepsilon_b}\right).
\end{equation}
When the $\kappa^2$ terms dominate, \eqref{bloch} becomes
\begin{equation}
K^2\simeq-q^2\frac{\varepsilon_\parallel}{\varepsilon_\perp}
+\frac{q^2(qd)^2f^2g^2}{12}\left(\frac{\varepsilon_b}{\varepsilon_a}-\frac{\varepsilon_a}{\varepsilon_b}\right)^2 .
\end{equation}
The correction is governed by $qd$, which must also be small. This matters for near fields, whose lateral structure can be as fine as the layers.

\paragraph{Vanishing leading term.} If $\varepsilon_\parallel=0$, possible without loss when the layer permittivities have opposite signs, the averages predict $K=0$ at normal incidence. Equation \eqref{bloch} then leaves $K^2/k_0^2\simeq(k_0d)^2f^2g^2(\varepsilon_b-\varepsilon_a)^2/12$. The absolute error is small, but without loss the averages give none of the answer. If $\varepsilon_b$ gains an imaginary part $\varepsilon_b''$, the averages give $K^2/k_0^2=ig\varepsilon_b''$, which in real layers of negative permittivity is usually far larger than the correction. By contrast, $\langle1/\varepsilon\rangle=0$ makes $\varepsilon_\perp$ infinite and does no harm at fixed $\kappa$ as $k_0d\to0$, because only $1/\varepsilon_\perp$ enters \eqref{system}. At large $\kappa$ the correction in \eqref{bloch} can still exceed the leading term.

\section{Worked example: an oxide-like nanolaminate}

Take $\varepsilon_a=2.2$, $\varepsilon_b=6.0$, layers of 3 nm and 2 nm, and 12 periods, so $f=0.6$, $d=5$ nm and $L=60$ nm. Light of 2.00 eV has a vacuum wavelength of 619.92 nm, and
\begin{equation}
k_0d=\frac{2\pi\times5}{619.92}=0.0507 .
\end{equation}
The averages are
\begin{align}
\varepsilon_\parallel&=0.6\times2.2+0.4\times6.0=3.72,\\
\frac1{\varepsilon_\perp}&=\frac{0.6}{2.2}+\frac{0.4}{6.0}=0.3394,\qquad \varepsilon_\perp=2.946 .
\end{align}
Equation \eqref{gap} gives the difference directly: $0.24\times3.8^2/4.48=0.774$. The square roots of the two permittivities are 1.929 and 1.717.

\paragraph{Bulk accuracy.} Minimising the electrostatic energy over Fourier series cut off at orders 100, 200 and 400 gives $\varepsilon_\perp=2.9490$, 2.9477 and 2.9471. These bounds approach 2.9464 from above. The exact Bloch wavevectors at normal incidence and at $70^\circ$, interpreted through \eqref{uniaxial}, give $\varepsilon_\parallel=3.7202$ and $\varepsilon_\perp=2.9462$, within $10^{-4}$ of the averages in relative terms.

Averaging the fields of the forward $70^\circ$ p-polarised Bloch wave over a period that starts with A gives $\langle D_x\rangle/\langle E_x\rangle=3.720+0.037i$ and $\langle D_z\rangle/\langle E_z\rangle=2.946+0.025i$. The imaginary parts are not absorption, since both layers are lossless. They are the first-order drift of the fields across a period: \eqref{system} makes it $90^\circ$ out of phase when $M$ and the field ratio are real.

At $qd=1$ the exact $K^2/k_0^2$ is $-478.8$. The averages give $-487.9$, an error of 1.9\% relative to the exact magnitude; with the second-order term the value is $-477.6$. Changing $\varepsilon_b$ to $-3.3$ makes $\varepsilon_\parallel=0$. The exact value at normal incidence is then $3.729\times10^{-4}$, equal to the second-order term to four digits, where the averages give zero.

\paragraph{Reflection.} Place the film between air and a substrate with $\varepsilon=15+0.15i$. Equation \eqref{system} gives $\psi\propto(n_z,v)$ for a forward wave and $(-n_z,v)$ for a backward one. If $T$ carries $\psi$ from the top of the film to the substrate, the top field is proportional to $T^{-1}(n_z,v)_{\rm sub}$. Let $Z=\psi_1/\psi_2$ there and $Z_{\rm air}=(n_z/v)_{\rm air}$. Matching incident and reflected waves gives $Z=Z_{\rm air}(1-r)/(1+r)$, or
\begin{equation}
r=\frac{Z_{\rm air}-Z}{Z_{\rm air}+Z}.
\end{equation}
This is the ratio of second components, so $r_p=r$ for $h_y$, while the ratio for $E_y$ is $r_s=-r$. The ellipsometric angles are defined by $\tan\Psi\,e^{i\Delta}=r_p/r_s$. Ellipsometers usually follow the opposite time convention, $e^{+i\omega t}$, and report $360^\circ-\Delta$: the value $293.14^\circ$ below would read $66.86^\circ$, and every shift in $\Delta$ would change sign.

At $70^\circ$ the uniaxial film gives $(\Psi,\Delta)=(26.83^\circ,293.14^\circ)$ and the exact stack $(26.62^\circ,292.21^\circ)$. Computed from the unrounded angles, the exact result is shifted by $(-0.22^\circ,-0.93^\circ)$; with the layer order reversed the shift is $(+0.23^\circ,+0.96^\circ)$. These are far larger than the bulk error suggests, and their opposite signs agree with \eqref{film}.

As a test of the orders, the 60 nm film was divided into 48 and then 96 periods, a mathematical limit with layers thinner than real ones. The error in $r_p/r_s$ fell by a factor of 1.99 for the AB order, and by a factor of 4.00 both for symmetric periods and for the mean of the two orders.

\paragraph{Consequence for film measurement.} Setting $\varepsilon_\perp=\varepsilon_\parallel$ at fixed thickness shifts the uniaxial result by $(2.6^\circ,5.3^\circ)$. Yet an isotropic film with free permittivity and thickness reproduces the exact stack's two angles at $70^\circ$, with $\varepsilon=3.75$ and thickness 53.9 nm. That thickness is 10\% below the true 60 nm. A perfect fit at one angle is therefore no proof of isotropy.

At $55^\circ$ this isotropic film misses the exact stack by $(-0.33^\circ,0.20^\circ)$. The uniaxial film, with nothing fitted, misses it by $(0.04^\circ,1.03^\circ)$: better in $\Psi$, worse in $\Delta$. Here the second angle exposes the isotropic model but does not by itself favour the uniaxial averages. The mismatch comes from the finite period and depends on the layer order, as in \eqref{film}. Freeing the permittivities and thickness of the uniaxial film can hide it, but the fitted values then move away from the averages and the true thickness. A good fit, even at two angles, does not by itself show that the fitted values are exact.

\paragraph{Comparison with real films.} The parameters are rough typical values for transparent oxide nanolaminates grown by atomic layer deposition on a semiconductor wafer; they describe no particular material. Real interfaces are not sharp. Suppose each has a 0.5 nm mixed layer with $\varepsilon=4.1$, taken equally from both sides, with half such a layer at each outer face. Then $\varepsilon_\parallel$ is unchanged, but
\begin{equation}
\frac1{\varepsilon_\perp}=\frac15\left(\frac{2.5}{2.2}+\frac{1.0}{4.1}+\frac{1.5}{6.0}\right),
\qquad \varepsilon_\perp=3.07,
\end{equation}
a rise of 4\%. The exact stack's angles move by $(0.56^\circ,1.28^\circ)$, including the effect of the altered outer faces. Other assumed departures, applied one at a time, give these shifts:
\begin{itemize}
\item B layers 0.1 nm thicker, film thickness not held fixed: $(0.52^\circ,2.05^\circ)$.
\item B permittivity 5\% lower, as a trial allowance for very thin layers: $(0.28^\circ,-1.35^\circ)$.
\item A 1 nm rough layer added on top, with $\varepsilon=1.52$: $(0.22^\circ,0.16^\circ)$.
\item Warming of the film alone by 50 K, with a relative permittivity change of $10^{-4}$ per kelvin in both layers, no expansion and an unchanged substrate: $(0.00^\circ,0.31^\circ)$.
\item An imaginary part of 0.02 in $\varepsilon_b$: $(-0.04^\circ,-0.05^\circ)$.
\end{itemize}
For these numbers, layer thickness, interface mixing and thin-layer permittivity each shift $\Delta$ by more than the finite period does. The list leaves out the native oxide usually present between a silicon wafer and the film. A 1 nm oxide with $\varepsilon=2.13$ would shift $\Delta$ by about $1.0^\circ$, as much as the finite period does, so a fit to real data must include it. The other computed values are in the numerical output.

\section*{Table of computed values}
\begin{verbatim}
eps_a, eps_b: 2.2, 6.0
d_a, d_b, period: 3.0, 2.0, 5.0 nm
fractions f, g: 0.60, 0.40
periods, film thickness: 12, 60.0 nm
substrate eps: 15.00 + 0.15i
photon energy: 2.00 eV
vacuum wavelength: 619.92 nm
incidence angles: 70.0, 55.0 deg
k0*d: 0.05068
k0*d*sqrt(eps_b): 0.12413
eps_par, arithmetic: 3.72000
eps_perp, harmonic: 2.94643
eps_par - eps_perp: 0.77357
indices sqrt(eps_par), sqrt(eps_perp): 1.9287, 1.7165
Fourier cell eps_perp, cutoff 100, 200, 400: 2.94896, 2.94769, 2.94706
field-average eps_par: 3.7199+0.0373j
field-average eps_perp: 2.9460+0.0245j
exact Bloch eps_par: 3.72018
exact Bloch eps_perp at 70 deg: 2.94619
(K/k0)^2 at q*d=1, exact: -478.759
(K/k0)^2 at q*d=1, averages: -487.889
(K/k0)^2 at q*d=1, with second order: -477.560
eps_b that makes eps_par zero: -3.300
(K/k0)^2 there, exact: 3.7288e-04
(K/k0)^2 there, second order: 3.7290e-04
error ratio on halving d: AB, symmetric, AB/BA mean: 1.994, 4.000, 4.000
uniaxial film, 70 deg: Psi 26.834 deg, Delta 293.139 deg
exact stack, 70 deg: Psi 26.617 deg, Delta 292.205 deg
shift exact AB - uniaxial: Psi -0.217 deg, Delta -0.934 deg
shift exact BA - uniaxial: Psi 0.233 deg, Delta 0.959 deg
shift isotropic eps_par film - uniaxial: Psi 2.619 deg, Delta 5.327 deg
isotropic fit at 70 deg, eps: 3.7519
isotropic fit at 70 deg, thickness: 53.921 nm
isotropic fit misfit at 55 deg: Psi -0.334 deg, Delta 0.197 deg
uniaxial model misfit at 55 deg: Psi 0.042 deg, Delta 1.031 deg
mixed width per interface: 0.5 nm
eps_perp with mixed interfaces: 3.06698
B thickness error: 0.1 nm
B permittivity drop: 5.0 %
B imaginary permittivity: 0.02
warming, relative eps change per K: 50.0 K, 1e-04 /K
rough layer thickness, eps: 1.0 nm, 1.5225
shift from mixed interfaces: Psi 0.556 deg, Delta 1.275 deg
shift from B layers thicker: Psi 0.523 deg, Delta 2.052 deg
shift from B permittivity lower: Psi 0.278 deg, Delta -1.353 deg
shift from B absorption: Psi -0.036 deg, Delta -0.049 deg
shift from film warming: Psi 0.001 deg, Delta 0.313 deg
shift from added rough layer: Psi 0.217 deg, Delta 0.164 deg
\end{verbatim}
